\section*{Knudsen Effusion Mass-Loss Rate of a Precursor Through a Thin Orifice}

\section*{Problem}

A precursor of molar mass $M=300\ \mathrm{g/mol}$ is kept in a closed cell at $T=350\ \mathrm{K}$. The partial pressure of its vapour inside the cell is $p=0.1\ \mathrm{Pa}$. The vapour escapes into vacuum through a circular orifice of diameter $d=1\ \mathrm{mm}$ in a lid of negligible thickness.

\begin{enumerate}
\item Derive the mass-loss rate for collisionless flow through the orifice.
\item Evaluate it, and find how long the cell takes to lose $1\ \mathrm{mg}$.
\item Check the assumption of collisionless flow, taking a molecular collision diameter $\sigma=0.8\ \mathrm{nm}$ as a model value.
\item The measured loss can serve to estimate the equilibrium vapour pressure $p_{\mathrm{eq}}$ if $p$ is close to it. Find how large the evaporating surface must be for $p$ to lie within $1\%$ of $p_{\mathrm{eq}}$.
\end{enumerate}

Treat the vapour as an ideal gas of intact single molecules at the cell temperature. The orifice is small compared with the inner surface of the cell, so that the molecules approaching it have the Maxwell velocity distribution of the undisturbed gas.

\section*{Solution}

\subsection*{1. The mass-loss rate}

Let $m=M/N_{\mathrm A}$ be the mass of one molecule, $n$ the number density in the cell, and $z$ the direction pointing out through the orifice. The distribution of the velocity component $v_z$ is
\begin{equation}
f(v_z)=\sqrt{\frac{a}{\pi}}\,e^{-a v_z^2},\qquad a=\frac{m}{2k_{\mathrm B}T},
\end{equation}
normalized to one over all $v_z$.

\paragraph{Density from pressure.} A molecule that strikes a wall elastically with normal speed $v_z$ transfers the momentum $2mv_z$. The number of such impacts per unit area and time is $n v_z f(v_z)\,dv_z$, so that
\begin{equation}
p=\int_0^\infty 2mv_z\; n v_z f(v_z)\,dv_z
 = nm\int_{-\infty}^{\infty}v_z^2 f(v_z)\,dv_z
 = \frac{nm}{2a}=nk_{\mathrm B}T .
\end{equation}
The second form holds because the integrand is even; the third uses the Gaussian variance $1/(2a)$. Hence $n=p/(k_{\mathrm B}T)$.

\paragraph{Molecules reaching the orifice.} Consider molecules with velocity $(v_x,v_y,v_z)$ and $v_z>0$. Those that cross the orifice of area $A$ within a short time $dt$ start in a slanted cylinder with base $A$ and height $v_z\,dt$. Its volume is $Av_z\,dt$, whatever $v_x$ and $v_y$ are: sideways motion shears the cylinder without changing its volume. Integration over $v_x$ and $v_y$ therefore gives a factor of one, and the number flux is
\begin{align}
J&=n\int_0^\infty v_z f(v_z)\,dv_z
 =n\sqrt{\frac{a}{\pi}}\left[-\frac{e^{-av_z^2}}{2a}\right]_0^\infty \notag\\
 &=\frac{n}{2\sqrt{\pi a}}
 =n\sqrt{\frac{k_{\mathrm B}T}{2\pi m}} .
\end{align}
The lower limit is zero because molecules moving away from the orifice do not enter it.

The same flux can be written with the mean speed. In three dimensions,
\begin{equation}
\langle v\rangle=4\pi\left(\frac{a}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac{a}{\pi}\right)^{3/2}\frac{1}{2a^2}
=\frac{2}{\sqrt{\pi a}} ,
\end{equation}
and comparison with $J=n/(2\sqrt{\pi a})$ gives $J=n\langle v\rangle/4$.

\paragraph{Mass loss.} Inserting $n=p/(k_{\mathrm B}T)$ gives
\begin{equation}
J=\frac{p}{k_{\mathrm B}T}\sqrt{\frac{k_{\mathrm B}T}{2\pi m}}
=\frac{p}{\sqrt{2\pi m k_{\mathrm B}T}} .
\end{equation}
In a lid of negligible thickness there is no channel wall to send molecules back, so each molecule that enters the orifice leaves the cell. Let $\dot m_{\mathrm{loss}}$ denote the lost mass per unit time, counted as positive. Then
\begin{equation}
\dot m_{\mathrm{loss}}=mAJ
=pA\sqrt{\frac{m}{2\pi k_{\mathrm B}T}}
=pA\sqrt{\frac{M}{2\pi RT}},\qquad A=\frac{\pi d^2}{4}.
\label{eq:loss}
\end{equation}
The last form follows on multiplying numerator and denominator under the root by $N_{\mathrm A}$, with $R=N_{\mathrm A}k_{\mathrm B}$.

At fixed pressure a heavier molecule gives a larger mass loss, although it moves more slowly. The number flux falls as $M^{-1/2}$, while the mass carried by each molecule rises as $M$.

If precursor vapour at pressure $p_{\mathrm{out}}$ and the same temperature were present outside, it would send an independent collisionless flux inwards. The two fluxes subtract, and $p$ in Eq.~\eqref{eq:loss} is replaced by $p-p_{\mathrm{out}}$. The net loss then vanishes at equal pressures, as it must.

\subsection*{2. Numerical value}

In SI units $M=0.300\ \mathrm{kg/mol}$. The orifice area is
\begin{equation}
A=\frac{\pi(1.0\times10^{-3}\ \mathrm m)^2}{4}=7.854\times10^{-7}\ \mathrm{m^2}.
\end{equation}
With $RT=8.3145\times350\ \mathrm{J/mol}=2910\ \mathrm{J/mol}$,
\begin{equation}
\sqrt{\frac{M}{2\pi RT}}
=\sqrt{\frac{0.300\ \mathrm{kg/mol}}{2\pi\times2910\ \mathrm{J/mol}}}
=4.051\times10^{-3}\ \mathrm{s/m}.
\end{equation}
The unit follows from $1\ \mathrm J=1\ \mathrm{kg\,m^2\,s^{-2}}$. Multiplication by $p$ gives the mass flux $4.051\times10^{-4}\ \mathrm{kg\,m^{-2}\,s^{-1}}$, and multiplication by $A$ gives
\begin{equation}
\dot m_{\mathrm{loss}}
=(4.051\times10^{-4})(7.854\times10^{-7})\ \mathrm{kg/s}
=3.18\times10^{-10}\ \mathrm{kg/s}.
\end{equation}
Since $1\ \mathrm{kg/s}=3.6\times10^{9}\ \mathrm{mg/h}$, this is
\begin{equation}
\boxed{\dot m_{\mathrm{loss}}\approx 1.15\ \mathrm{mg/h}}
\end{equation}
At constant temperature and pressure, the loss of $1\ \mathrm{mg}$ takes about $52\ \mathrm{min}$. The molecular escape rate is $AJ=6.4\times10^{14}\ \mathrm{s^{-1}}$, so the loss is smooth on the scale of a weighing experiment even though it consists of single molecular escapes.

For small changes of the inputs, the logarithm of Eq.~\eqref{eq:loss} gives
\begin{equation}
\frac{\delta\dot m_{\mathrm{loss}}}{\dot m_{\mathrm{loss}}}
=\frac{\delta p}{p}+2\frac{\delta d}{d}
+\frac12\frac{\delta M}{M}-\frac12\frac{\delta T}{T}.
\end{equation}
An error of $1\%$ in the diameter thus changes the calculated rate by $2\%$. The temperature term applies at fixed $p$. If the vapour stays in equilibrium with the condensed precursor, $p$ itself depends on $T$. For an ideal vapour whose molar volume $RT/p$ far exceeds that of the condensed phase, the Clapeyron equation gives
\begin{equation}
\frac{dp}{dT}=\frac{\Delta H}{T\,(RT/p)}
\quad\Longrightarrow\quad
\frac{d\ln\dot m_{\mathrm{loss}}}{dT}
=\frac{\Delta H}{RT^2}-\frac{1}{2T}
=\frac{\Delta H-RT/2}{RT^2},
\end{equation}
where $\Delta H$ is the molar enthalpy of evaporation or sublimation. Here $RT/2$ is about $1.5\ \mathrm{kJ/mol}$. When $\Delta H$ is much larger than this, the temperature dependence of the loss is mainly that of the vapour pressure.

\subsection*{3. Is the flow collisionless?}

A molecule collides with another when their centres come within $\sigma$ of each other, which gives a collision cross-section $\pi\sigma^2$. The collision rate per molecule is $n\pi\sigma^2\langle v_{\mathrm{rel}}\rangle$, where $v_{\mathrm{rel}}$ is the relative speed of a pair. Each component of the relative velocity is the difference of two independent Gaussian variables of equal variance. Its variance is twice that of a single component, so all speeds scale by $\sqrt2$ and $\langle v_{\mathrm{rel}}\rangle=\sqrt2\,\langle v\rangle$. The mean free path is the mean speed divided by the collision rate:
\begin{equation}
\lambda=\frac{\langle v\rangle}{n\pi\sigma^2\sqrt2\,\langle v\rangle}
=\frac{1}{\sqrt2\,\pi\sigma^2n}
=\frac{k_{\mathrm B}T}{\sqrt2\,\pi\sigma^2p}.
\end{equation}
With $n=2.069\times10^{19}\ \mathrm{m^{-3}}$,
\begin{equation}
\lambda=\frac{1}{\sqrt2\,\pi\,(8.0\times10^{-10}\ \mathrm m)^2\,(2.069\times10^{19}\ \mathrm{m^{-3}})}
=1.7\times10^{-2}\ \mathrm m .
\end{equation}
The Knudsen number is $\lambda/d\approx17$. A molecule therefore typically travels many orifice diameters between collisions, and the collisionless formula is a suitable approximation. It is the limit $d/\lambda\to0$; the correction for the finite value $d/\lambda\approx0.06$ is not calculated here, so the third digit of the rate belongs to the ideal model.

At fixed $T$ and $\sigma$, $\lambda$ is inversely proportional to $p$. The mean free path would equal the orifice diameter at about $17\times0.1\ \mathrm{Pa}=1.7\ \mathrm{Pa}$. Around that pressure collisions near the orifice can no longer be neglected, and Eq.~\eqref{eq:loss} loses its justification.

\subsection*{4. Cell pressure and equilibrium vapour pressure}

The pressure in Eq.~\eqref{eq:loss} is the actual pressure in the cell. Because vapour leaves continuously, it lies below $p_{\mathrm{eq}}$. Let the sample have surface area $A_{\mathrm s}$, and let a fraction $\alpha$ of the molecules striking it condense. At equilibrium, evaporation balances condensation, so the evaporation rate is $\alpha A_{\mathrm s}p_{\mathrm{eq}}/\sqrt{2\pi mk_{\mathrm B}T}$. Assume that this rate is unchanged when the vapour pressure drops to $p$, that the sample remains at $T$, and that the pressure is uniform in the cell. In the steady state, net evaporation equals escape. The common factor $1/\sqrt{2\pi mk_{\mathrm B}T}$ cancels, leaving
\begin{equation}
\alpha A_{\mathrm s}(p_{\mathrm{eq}}-p)=Ap
\quad\Longrightarrow\quad
p=\frac{p_{\mathrm{eq}}}{1+A/(\alpha A_{\mathrm s})}.
\end{equation}
For $\alpha A_{\mathrm s}\gg A$ the cell pressure approaches $p_{\mathrm{eq}}$. In the opposite limit, $p\approx p_{\mathrm{eq}}\,\alpha A_{\mathrm s}/A$, and the loss is set by the evaporating surface instead of the orifice.

The condition $p\ge0.99\,p_{\mathrm{eq}}$ requires $1+A/(\alpha A_{\mathrm s})\le1/0.99$, or $A/(\alpha A_{\mathrm s})\le1/99$. Hence
\begin{equation}
\alpha A_{\mathrm s}\ge99A
=99\times7.854\times10^{-7}\ \mathrm{m^2}
\approx7.8\times10^{-5}\ \mathrm{m^2}.
\end{equation}
Within this uniform-pressure model, the required surface is about $0.8\ \mathrm{cm^2}$ if every arriving molecule condenses, and proportionally more if $\alpha<1$. In a real cell the flux reaching the orifice depends on the geometry, and this condition is neither necessary nor sufficient. Take a cylinder of radius $R_{\mathrm c}$ and height $H$ whose floor is covered by the sample, with diffusely reflecting walls and no collisions in the gas. For $\alpha=1$ and $A_{\mathrm s}=99A$ the loss lies below its equilibrium value by about $0.3\%$, $0.8\%$, $1.7\%$ and $4\%$ at $H/R_{\mathrm c}=1$, $2$, $4$ and $10$. In a shallow cell with $\alpha=1$ the orifice faces the sample directly, and a much smaller surface suffices: $A_{\mathrm s}=10A$ at $H/R_{\mathrm c}=0.2$ gives a deficit below $0.1\%$. A shallow cell with $\alpha<1$ can fail the other way, since mainly the part of the sample near the orifice then counts: $\alpha=0.5$, $A_{\mathrm s}=198A$ and $H/R_{\mathrm c}=0.2$ give about $2.5\%$. These figures are themselves approximate here, because $\lambda$ is only about $1.7$ times the diameter of a cell $1\ \mathrm{cm}$ wide. The value $99A/\alpha$ is therefore a guide to the order of magnitude of the surface, not a design rule.

\subsection*{Conditions on a real measurement}

A lid of finite thickness returns some molecules to the cell after they strike the channel wall. If $W<1$ is the fraction of entering molecules that finally leave, the rate is $W\dot m_{\mathrm{loss}}$. Using the thin-orifice formula to infer the pressure from a measured loss would then give a value too low by the factor $W$. For a cylindrical hole with diffusely reflecting walls, $W\approx0.99$, $0.95$ and $0.91$ when the lid thickness is $0.01$, $0.05$ and $0.1$ times the diameter. A lid $0.1\ \mathrm{mm}$ thick thus lowers the rate of this example by about $9\%$.

The vapour composition matters as well. If the same total pressure were due entirely to dimers, $M$ would double and the mass loss would rise by $\sqrt2$. For a mixture of independent species, the partial pressures enter as $\sum_i p_i\sqrt{M_i}$, so a mass-loss measurement alone does not separate pressure from composition.

\subsection*{Numerical checks}

Quadrature over the Maxwell distribution, with the density taken from momentum transfer, reproduces the rate $3.18\times10^{-10}\ \mathrm{kg/s}$. Counting straight-line flights through a circular hole gives $(3.126\pm0.025)\times10^{-10}\ \mathrm{kg/s}$, where the uncertainty is one standard error. This is $1.7\%$ below the formula, or about $2.2$ standard errors, and within the four standard errors allowed by the test. The count thus supports the geometric factor at the level of a few per cent; the quadrature is the sharper check of the velocity integral. The mean free path obtained from sampled velocity pairs also agrees with the formula within the test tolerance of $0.3\%$. The values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Molar mass: 0.300 kg/mol
Pressure in cell: 0.100 Pa
Temperature: 350.0 K
Orifice diameter: 1.000e-03 m
Gas constant: 8.314463 J/(mol K)
R T: 2910.06 J/mol
Orifice area: 7.8540e-07 m^2
Molecular mass: 4.9816e-25 kg
Number density: 2.0694e+19 m^-3
Mean speed: 157.17 m/s
Number flux: 8.1311e+20 m^-2 s^-1
sqrt(M/(2 pi R T)): 4.0506e-03 s/m
Mass flux: 4.0506e-04 kg m^-2 s^-1
Mass-loss rate: 3.1813e-10 kg/s
Mass-loss rate: 1.1453 mg/h
Molecular escape rate: 6.3861e+14 s^-1
Time to lose 1 mg: 52.39 min
Assumed collision diameter: 8.00e-10 m
Mean free path: 1.6994e-02 m
Knudsen number (path/diameter): 16.99
Rate from quadrature: 3.1813e-10 kg/s
Simulated molecules: 4000000
Simulated passages: 15923
Rate from simulated flights: 3.1261e-10 kg/s
Its standard error: 2.5e-12 kg/s
Sampled relative/mean speed: 1.4145
Mean free path from sampling: 1.6990e-02 m
\end{verbatim}
